**Negative U from a linearly coupled lattice coordinate**

The program tests the relation $U_{\rm eff}=E(2)+E(0)-2E(1)=U-g^2/K$ for a level with repulsion $U$, whose occupation $n$ pulls with force $g$ per electron on a coordinate of stiffness $K$. It asserts the relation by numerical relaxation for several parameter sets, and by diagonalising the nuclear Hamiltonian on a grid. A scan of the chemical potential asserts that single occupation is missing from the ground states once $g$ exceeds $\sqrt{UK}$. Further assertions cover the thermal weights, the vertical transfer energies and the barrier to pairing between two distant centres. For a broadened mean-field level, finite probe shifts are asserted to give $U$ with the lattice clamped and $U-g^2/K$ with it relaxed. With $U=1$ eV, $K=20$ eV/Å$^2$ and $g=5$ eV/Å, the output shows a clamped repulsion of 1.00 eV and a relaxed one of −0.25 eV. It also shows three self-consistent solutions just below the critical level width and one just above it.

## Numerical check

```python
"""Negative-U centre: a level coupled linearly to a harmonic displacement.

Result under test: the relaxed second difference of the energy,
    U_eff = E(2) + E(0) - 2 E(1) = U - g^2/K,
for H = eps*n + U*n_up*n_down - g*x*n + K*x^2/2 + p^2/(2M).
Symbols: n = n_up + n_down occupation, x displacement, U repulsion,
g coupling (force per electron), K stiffness, M nuclear mass,
lam = g^2/K, mu chemical potential. Energies in eV, lengths in angstrom.
The same quantity is also extracted from the response of a broadened
mean-field level to a probe potential, with the lattice clamped or relaxed.
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq, minimize, minimize_scalar

U, K, g, eps = 1.0, 20.0, 5.0, 0.0
mass_u, temperature = 20.0, 300.0
kT = const.k * temperature / const.e
hartree = const.physical_constants["Hartree energy in eV"][0]
hbar2_over_M = const.hbar**2 / (mass_u * const.atomic_mass) / const.e * 1e20
lam = g**2 / K
U_eff = U - lam


def energy(n, x, U=U, K=K, g=g, eps=eps, n_ref=0.0):
    """Energy at integer occupation n and fixed displacement x."""
    n_up, n_down = [(0, 0), (1, 0), (1, 1)][n]
    return (eps * n + U * n_up * n_down - g * x * (n - n_ref)
            + 0.5 * K * x**2)


def relax(n, **parameters):
    """Numerical minimum over x: returns displacement and energy."""
    found = minimize_scalar(lambda x: energy(n, x, **parameters),
                            bracket=(-1.0, 1.0))
    return found.x, found.fun


# Relaxed and clamped second differences, for several parameter sets
for u, k, c, e, ref in [(1, 20, 5, 0, 0), (2, 7, 3, -0.4, 1),
                        (0.5, 11, 4, 0.7, 0.3), (3, 15, 2, 1.1, 2)]:
    pars = dict(U=u, K=k, g=c, eps=e, n_ref=ref)
    E = [relax(n, **pars)[1] for n in range(3)]
    assert abs(E[2] + E[0] - 2 * E[1] - (u - c**2 / k)) < 1e-8
    for x_fixed in (-0.3, 0.2):
        F = [energy(n, x_fixed, **pars) for n in range(3)]
        assert abs(F[2] + F[0] - 2 * F[1] - u) < 1e-10

x_rel, E_rel = zip(*[relax(n) for n in range(3)])
for n in range(3):
    assert abs(x_rel[n] - g * n / K) < 1e-6
    assert abs(E_rel[n] - (eps * n + U * (n == 2) - lam * n**2 / 2)) < 1e-8
U_eff_numeric = E_rel[2] + E_rel[0] - 2 * E_rel[1]

# Sequence of ground-state occupations as the chemical potential rises
mu_grid = np.linspace(-3.003, 3.001, 3001)


def occupations(coupling):
    E = np.array([relax(n, g=coupling)[1] for n in range(3)])
    return np.argmin(E[:, None] - np.arange(3)[:, None] * mu_grid, axis=0)


g_weak = 3.0
g_critical = np.sqrt(U * K)
sequence = occupations(g)
sequence_weak = occupations(g_weak)
mu_jump = eps + U / 2 - lam
assert set(sequence) == {0, 2}
assert set(sequence_weak) == {0, 1, 2}
assert set(occupations(0.98 * g_critical)) == {0, 1, 2}
assert set(occupations(1.02 * g_critical)) == {0, 2}
mu_jump_scan = mu_grid[np.argmax(sequence == 2)]
assert abs(mu_jump_scan - mu_jump) < 2 * (mu_grid[1] - mu_grid[0])

# Quantum nuclei: sinc-function grid representation of the kinetic energy
dx = 0.01
grid = np.arange(-0.6, 1.1 + dx / 2, dx)
offset = np.subtract.outer(np.arange(grid.size), np.arange(grid.size))
safe = np.where(offset == 0, 1, offset)
sign = np.where(offset % 2 == 0, 1.0, -1.0)
kinetic = hbar2_over_M / (2 * dx**2) * np.where(
    offset == 0, np.pi**2 / 3, 2 * sign / safe**2)


def nuclear_levels(coupling):
    return [np.linalg.eigvalsh(kinetic + np.diag(energy(n, grid, g=coupling)))
            for n in range(3)]


def thermal_weights(levels):
    """Weights of n = 0, 1, 2 where E(0) and E(2) - 2 mu coincide."""
    mu = (levels[2][0] - levels[0][0]) / 2
    shifted = [levels[n] - n * mu for n in range(3)]
    lowest = min(s[0] for s in shifted)
    w = np.array([spin * np.exp(-(s - lowest) / kT).sum()
                  for spin, s in zip((1, 2, 1), shifted)])
    return w / w.sum()


levels = nuclear_levels(g)
quantum = np.sqrt(hbar2_over_M * K)
for n in range(3):
    assert abs(levels[n][0] - E_rel[n] - quantum / 2) < 1e-7
U_eff_quantum = levels[2][0] + levels[0][0] - 2 * levels[1][0]
assert abs(U_eff_quantum - U_eff) < 1e-7
weights = thermal_weights(levels)
weights_rigid = thermal_weights(nuclear_levels(0.0))
assert abs(weights[1] * (1 + np.exp(-U_eff / (2 * kT))) - 1) < 1e-4
paired_rigid = weights_rigid[0] + weights_rigid[2]
assert abs(paired_rigid * (1 + np.exp(U / (2 * kT))) - 1) < 1e-4

# Two distant centres: vertical transfers and the barrier to pairing
x0, x1, x2 = x_rel
vertical_pairing = energy(2, x1) + energy(0, x1) - 2 * energy(1, x1)
vertical_back = (energy(1, x2) + energy(1, x0)
                 - energy(2, x2) - energy(0, x0))
assert abs(vertical_pairing - U) < 1e-8
assert abs(vertical_back - (2 * lam - U)) < 1e-6
axis = np.linspace(-0.2, 0.8, 1204)
xa, xb = np.meshgrid(axis, axis, indexing="ij")
surface_11 = energy(1, xa) + energy(1, xb)
surface_20 = energy(2, xa) + energy(0, xb)
barrier = np.maximum(surface_11, surface_20).min() - 2 * E_rel[1]
# tolerance: grid step times slope of the surfaces at their crossing
assert abs(barrier - U**2 / (4 * lam)) < 0.01

# Response of a broadened mean-field level, chemical potential at zero
half_width, bare_level, probe = 0.5, 0.3, 1e-3


def filling(level, width=half_width):
    return 2 * (0.5 - np.arctan(level / width) / np.pi)


def solve_occupation(alpha, x_clamped=None):
    def residual(n):
        x = g * n / K if x_clamped is None else x_clamped
        return n - filling(bare_level + alpha + U * n - g * x)
    return brentq(residual, 0.0, 2.0, xtol=1e-14)


n_start = solve_occupation(0.0)
x_start = g * n_start / K


def total_energy(v):
    n, x = v
    band = -2 * half_width / np.pi * np.log(np.sin(np.pi * n / 2))
    return band + bare_level * n + U * n**2 / 2 - g * x * n + K * x**2 / 2


best = minimize(total_energy, [1.0, 0.2], method="Nelder-Mead",
                options=dict(xatol=1e-9, fatol=1e-14, maxiter=2000))
assert np.allclose(best.x, [n_start, x_start], atol=1e-5)

level_start = bare_level + U * n_start - g * x_start
chi_0 = (filling(level_start + probe)
         - filling(level_start - probe)) / (2 * probe)
chi_clamped = (solve_occupation(probe, x_start)
               - solve_occupation(-probe, x_start)) / (2 * probe)
chi_relaxed = (solve_occupation(probe)
               - solve_occupation(-probe)) / (2 * probe)
U_clamped = 1 / chi_0 - 1 / chi_clamped
U_relaxed = 1 / chi_0 - 1 / chi_relaxed
# tolerance: second-order error of the finite probe
assert abs(U_clamped - U) < 1e-4
assert abs(U_relaxed - U_eff) < 1e-4


def count_solutions(width):
    """Self-consistent relaxed solutions with the level at half filling."""
    n = np.linspace(1e-4, 2 - 1e-4, 4000)
    r = n - filling(-U_eff + U * n - g * (g * n / K), width)
    return int(np.sum(r[1:] * r[:-1] < 0))


width_critical = -2 * U_eff / np.pi
solutions_narrow = count_solutions(0.9 * width_critical)
solutions_wide = count_solutions(1.1 * width_critical)
assert solutions_narrow == 3 and solutions_wide == 1

print(f"repulsion U = {U:.3f} eV")
print(f"stiffness K = {K:.1f} eV/angstrom^2")
print(f"coupling g = {g:.1f} eV/angstrom")
print(f"bare level eps = {eps:.1f} eV")
print(f"nuclear mass = {mass_u:.1f} u")
print(f"temperature = {temperature:.0f} K, kT = {kT:.5f} eV")
print(f"lattice term g^2/K = {lam:.4f} eV")
for n in range(3):
    print(f"n={n}: x = {x_rel[n] + 0.0:.4f} angstrom, "
          f"E = {E_rel[n] + 0.0:.4f} eV")
print(f"U_eff, numerical relaxation = {U_eff_numeric:.4f} eV")
print(f"U_eff in hartree = {U_eff_numeric / hartree:.6f} hartree")
print(f"U_eff, quantum nuclei = {U_eff_quantum:.6f} eV")
print(f"vibrational quantum = {quantum:.5f} eV")
print(f"critical coupling sqrt(U K) = {g_critical:.4f} eV/angstrom")
print(f"occupations in mu scan, g={g:.1f}: "
      f"{[int(n) for n in np.unique(sequence)]}")
print(f"occupations in mu scan, g={g_weak:.1f}: "
      f"{[int(n) for n in np.unique(sequence_weak)]}")
print(f"U_eff at g={g_weak:.1f}: {U - g_weak**2 / K:.4f} eV")
print(f"mu of the jump, formula = {mu_jump:.4f} eV")
print(f"mu of the jump, scan = {mu_jump_scan:.3f} eV")
print(f"weight of n=1 at the jump, coupled = {weights[1]:.5f}")
print(f"weight of n=0 plus n=2, g=0, own midpoint = {paired_rigid:.3e}")
print(f"vertical transfer (1,1)->(2,0) = {vertical_pairing:.4f} eV")
print(f"vertical transfer (2,0)->(1,1) = {vertical_back:.4f} eV")
print(f"barrier to pairing, formula = {U**2 / (4 * lam):.4f} eV")
print(f"barrier to pairing, grid search = {barrier:.3f} eV")
print(f"response: half-width = {half_width:.2f} eV, "
      f"bare level = {bare_level:.2f} eV")
print(f"response: probe shift = +/- {probe:.4f} eV")
print(f"response: n = {n_start:.5f}, x = {x_start:.5f} angstrom")
print(f"chi_0 = {chi_0:.5f} 1/eV")
print(f"chi, clamped lattice = {chi_clamped:.5f} 1/eV")
print(f"chi, relaxed lattice = {chi_relaxed:.5f} 1/eV")
print(f"U from response, clamped = {U_clamped:.4f} eV")
print(f"U from response, relaxed = {U_relaxed:.4f} eV")
print(f"critical half-width at half filling = {width_critical:.4f} eV")
print(f"solutions at 0.9 of critical width: {solutions_narrow}")
print(f"solutions at 1.1 of critical width: {solutions_wide}")
print("all assertions hold")
```

Output:

```
repulsion U = 1.000 eV
stiffness K = 20.0 eV/angstrom^2
coupling g = 5.0 eV/angstrom
bare level eps = 0.0 eV
nuclear mass = 20.0 u
temperature = 300 K, kT = 0.02585 eV
lattice term g^2/K = 1.2500 eV
n=0: x = 0.0000 angstrom, E = 0.0000 eV
n=1: x = 0.2500 angstrom, E = -0.6250 eV
n=2: x = 0.5000 angstrom, E = -1.5000 eV
U_eff, numerical relaxation = -0.2500 eV
U_eff in hartree = -0.009187 hartree
U_eff, quantum nuclei = -0.250000 eV
vibrational quantum = 0.06465 eV
critical coupling sqrt(U K) = 4.4721 eV/angstrom
occupations in mu scan, g=5.0: [0, 2]
occupations in mu scan, g=3.0: [0, 1, 2]
U_eff at g=3.0: 0.5500 eV
mu of the jump, formula = -0.7500 eV
mu of the jump, scan = -0.749 eV
weight of n=1 at the jump, coupled = 0.00788
weight of n=0 plus n=2, g=0, own midpoint = 3.984e-09
vertical transfer (1,1)->(2,0) = 1.0000 eV
vertical transfer (2,0)->(1,1) = 1.5000 eV
barrier to pairing, formula = 0.2000 eV
barrier to pairing, grid search = 0.201 eV
response: half-width = 0.50 eV, bare level = 0.30 eV
response: probe shift = +/- 0.0010 eV
response: n = 0.90757, x = 0.22689 angstrom
chi_0 = -1.24659 1/eV
chi, clamped lattice = -0.55488 1/eV
chi, relaxed lattice = -1.81097 1/eV
U from response, clamped = 1.0000 eV
U from response, relaxed = -0.2500 eV
critical half-width at half filling = 0.1592 eV
solutions at 0.9 of critical width: 3
solutions at 1.1 of critical width: 1
all assertions hold
```
